# The initial field slope of a bond-breaking barrier

## A case that can be solved by hand

Let a bond have one coordinate $x$, with its reactant minimum at $x=0$ and the top of its barrier at $x=a$. A field $F$ acts along a fixed direction. The dipole component along that direction, counted from negative to positive charge, is $\mu$, and the field adds $-F\mu$ to the energy. Near the minimum, take curvature $k>0$ and a dipole linear in $x$:

$$E=\tfrac12kx^2-F(\mu_R+zx).$$

Setting the derivative to zero gives $kx-Fz=0$, so $x=zF/k$. At this point the elastic cost is $z^2F^2/2k$ and the field gain is $z^2F^2/k$. Their sum gives

$$E_R=-F\mu_R-\frac{z^2F^2}{2k}.$$

Near the top, let the curvature be $-c$ with $c>0$, and write $y=x-a$:

$$E=B-\tfrac12cy^2-F(\mu_T+z'y).$$

Now $-cy-Fz'=0$, so $y=-z'F/c$: the top moves against the force. Inserting $y$ gives $-z'^2F^2/2c$ from the parabola and $+z'^2F^2/c$ from the field, hence

$$E_T=B-F\mu_T+\frac{z'^2F^2}{2c}.$$

The barrier is the difference:

$$E_b=B-F(\mu_T-\mu_R)+\frac{F^2}{2}\left(\frac{z'^2}{c}+\frac{z^2}{k}\right).$$

Both points move in proportion to $F$, yet their motion changes the barrier in proportion to $F^2$. The reason is that each starts where the energy is flat. The general result rests on the same fact.

## Setting and theorem

Let $x$ now denote all nuclear coordinates of a bond site, and let the electrons have the Hamiltonian

$$\hat H(x,F)=\hat H_0(x)-F\hat\mu(x).$$

Here $F$ is the uniform local field at the site and $\hat\mu$ includes electrons and nuclei. The electrons are taken as confined to the site, for example by a finite set of localized orbitals. In an unbounded uniform field they could escape, and no lowest eigenvalue would exist. With this restriction, the lowest eigenvalue, with the nuclear repulsion included, is $E(x,F)$. The assumptions are:

1. The ground state is nondegenerate, and $E$ is three times continuously differentiable near the points considered.
2. At $F=0$ there is a reactant minimum $x_R$ and a transition state $x_T$, a saddle with one unstable mode. The Hessian $H=\nabla\nabla E$ is invertible at both.
3. The surrounding network fixes the position and orientation of the site.
4. The same reactant and saddle are followed as the field changes.

Write $\mu=\langle\hat\mu\rangle$, $g=\nabla\mu$ and $\alpha=\partial\mu/\partial F$ at fixed nuclei. The symbol $\Delta$ means the saddle value minus the reactant value at zero field.

**Theorem.** The barrier $E_b(F)=E(x_T(F),F)-E(x_R(F),F)$ obeys

$$E_b(F)=E_b(0)-F\Delta\mu-\frac{F^2}{2}\left[\Delta\alpha+\Delta(g^{\mathsf T}H^{-1}g)\right]+O(F^3).$$

In particular, $dE_b/dF=-\Delta\mu$ at $F=0$.

If the site has net charge $Q$, moving the origin by $b$ along the field changes both dipoles by $-Qb$. Their difference is unchanged, provided that the two structures have the same charge and a common frame.

## Two lemmas

**Lemma 1.** At fixed nuclei, $\partial E/\partial F=-\mu$.

*Proof.* Let $\psi$ be the normalized ground state. Differentiating $E=\langle\psi|\hat H|\psi\rangle$ gives

$$\frac{\partial E}{\partial F}=\left\langle\psi\left|\frac{\partial\hat H}{\partial F}\right|\psi\right\rangle+\langle\partial_F\psi|\hat H|\psi\rangle+\langle\psi|\hat H|\partial_F\psi\rangle.$$

Since $\hat H\psi=E\psi$, the last two terms equal $E\,\partial_F\langle\psi|\psi\rangle$. This vanishes because the norm stays equal to one. The first term is $-\langle\hat\mu\rangle$. ∎

The electrons do respond to the field. To first order, the perturbation $-F\hat\mu$ mixes the excited state $n$ into the ground state with amplitude $F\mu_{n0}/(E_n-E_0)$. The dipole therefore changes at the rate

$$\alpha=2\sum_{n>0}\frac{|\mu_{n0}|^2}{E_n-E_0},$$

where the factor 2 comes from the bra and the ket. This response enters the energy at second order, as $-\alpha F^2/2$.

**Lemma 2.** Each stationary point continues smoothly to small fields, and at $F=0$ it moves at the rate $dx_*/dF=H^{-1}g$.

*Proof.* The point is defined by $\nabla E(x_*(F),F)=0$. Since $H$ is invertible, the implicit function theorem gives a unique smooth branch. No Hessian eigenvalue can cross zero for small enough $F$, so a minimum remains a minimum and a saddle keeps its one unstable mode. Differentiating the condition gives

$$H\frac{dx_*}{dF}+\nabla\frac{\partial E}{\partial F}=0.$$

By Lemma 1 the second term is $-g$, which gives the stated rate. ∎

## Proof of the theorem

Along either branch, write $E_*(F)=E(x_*(F),F)$. The chain rule gives

$$\frac{dE_*}{dF}=\frac{\partial E}{\partial F}+\nabla E\cdot\frac{dx_*}{dF}=-\mu(x_*(F),F).$$

The term with the geometry vanishes because $\nabla E=0$. This holds at a saddle as well as at a minimum, since the sign of the curvature plays no part. Subtracting the reactant from the saddle gives

$$\frac{dE_b}{dF}=-\left[\mu(x_T(F),F)-\mu(x_R(F),F)\right].$$

At $F=0$ the right side is $-\Delta\mu$. At a finite field the same law holds with the dipoles of the displaced, polarized structures, as long as the branches persist.

For the second order, differentiate $dE_*/dF=-\mu(x_*(F),F)$ again and use Lemma 2:

$$\frac{d^2E_*}{dF^2}=-\frac{\partial\mu}{\partial F}-g\cdot\frac{dx_*}{dF}=-\alpha-g^{\mathsf T}H^{-1}g.$$

Taking the difference and expanding in $F$ proves the theorem. ∎

**Remark on signs.** In the eigenvectors of $H$, with eigenvalues $h_i$ and dipole-gradient components $g_i$,

$$g^{\mathsf T}H^{-1}g=\sum_i\frac{g_i^2}{h_i}.$$

All terms are nonnegative at a minimum, so relaxation cannot raise its energy at this order. At the saddle the unstable mode has $h_i<0$ and raises the energy, while the stable modes lower it. The net sign depends on the system.

**Remark on frozen structures.** If the zero-field geometries are kept, the electrons still polarize but the nuclei do not move. The frozen barrier therefore has the same slope $-\Delta\mu$ and lacks the term $-\tfrac12F^2\Delta(g^{\mathsf T}H^{-1}g)$.

**Remark on errors in the saddle.** If the computed saddle is displaced by $\delta$, its energy is wrong by $\tfrac12\delta^{\mathsf T}H\delta$ to leading order, since the gradient vanishes there. Its dipole is wrong by $g\cdot\delta$, which is linear. A geometry good enough for the barrier may therefore be too poor for the slope.

## Where the assumptions matter

*Singular Hessian.* In dimensionless units take $E=x^4/4-Fx$ with $F>0$. The minimum satisfies $x^3=F$, and its energy is

$$E_*=\tfrac14F^{4/3}-F^{4/3}=-\tfrac34F^{4/3}.$$

The initial slope is still $-\mu(0)=0$, but relaxation enters with power $4/3$. The words "second order" can thus fail when the Hessian is singular. An invertible Hessian is sufficient but not necessary: $E=x^4/4+y^2/2-Fy$ has a singular Hessian at the origin and still relaxes by $-F^2/2$, because the field does not push along the flat direction.

*Free rotation.* A free dipole $m$ has energy $-mF\cos\theta$. At zero field every angle is stationary, but for $F>0$ the minimum is at $\theta=0$. The relaxed slope is $-m$, whatever angle was chosen beforehand. Assumption 3 excludes this.

*Competing saddles.* Suppose two saddles have the same barrier $B$ and dipole differences $p$ and $-p$. To first order the lower barrier is $B-|F|p$, which has a kink at zero field. The theorem holds for each saddle separately.

## From barrier to field acceleration

In a dielectric the site feels a local field $F=LF_a$, where $F_a$ is the applied macroscopic field. The Lorentz estimate surrounds the site by a spherical cavity in a medium of polarization $P$. The cavity's surface charge adds the field

$$\frac{P}{2\varepsilon_0}\int_0^\pi\cos^2\theta\sin\theta\,d\theta=\frac{P}{3\varepsilon_0}.$$

With $P=\varepsilon_0(\kappa-1)F_a$ and relative permittivity $\kappa$,

$$L=1+\frac{\kappa-1}{3}=\frac{\kappa+2}{3}.$$

This assumes that the fields of the neighbours inside the cavity cancel, so it is an estimate for a glass.

Let the rate be $r=A\exp(-E_b/k_BT)$. Then at zero field

$$\frac{d\ln r}{dF_a}=\gamma+\frac{d\ln A}{dF_a},\qquad \gamma=\frac{L\Delta\mu}{k_BT}.$$

The theorem fixes $\gamma$. It does not make the prefactor independent of field, because the vibrational frequencies can change at first order in $F$.

If bonds point in random directions, let the dipole difference have magnitude $\Delta\mu$ along each bond. With a linear barrier and a common prefactor, the mean rate is multiplied by

$$\frac12\int_{-1}^{1}e^{yc}\,dc=\frac{\sinh y}{y},\qquad y=\gamma F_a,$$

where $c$ is the cosine of the angle to the field. The logarithmic slope is $\gamma(\coth y-1/y)$, which tends to $\gamma y/3$ for small $y$. It vanishes at zero field because opposite orientations cancel, although each bond obeys the theorem.

## Worked example

A bonded and a broken electronic state depend on a bond stretch $s$ and a network coordinate $q$. Their zero-field energies are

$$U_1=\tfrac12k_ss^2+\tfrac12k_qq^2,$$

$$U_2=\tfrac12k_s(s-d_s)^2+\tfrac12k_q(q-d_q)^2+D.$$

The round parameters are $k_s=1000$ and $k_q=500$ eV/nm², $d_s=0.12$ and $d_q=0.04$ nm, and $D=0.4$ eV. The coupling is $W=0.8$ eV. The dipoles are $m_1=es$ and $m_2=e(2s+q)$. With $U_i'=U_i-Fm_i$, the lower state is

$$E=\frac{U_1'+U_2'}2-\sqrt{\left(\frac{U_1'-U_2'}2\right)^2+W^2}.$$

At zero field the saddle lies at $s=0.06400$, $q=0.02133$ nm. There $U_1-U_2=120s+20q-8.0=0.107$ eV, with $s$ and $q$ in nm. The weight of the broken state is

$$w=\frac12\left[1+\frac{0.0535}{\sqrt{0.0535^2+0.8^2}}\right]=0.533.$$

Since $m_1=0.0640$ and $m_2=0.1493$ e nm, the saddle dipole is $0.467\times0.0640+0.533\times0.1493=0.1095$ e nm. The reactant has 0.0012 e nm. Hence $\Delta\mu=0.1083$ e nm, or 5.2 D.

The barrier can also be found from energies alone: minimize over $q$ at each $s$, take the maximum over $s$, and subtract the reactant minimum. Its central difference between local fields of $\pm0.01$ V/nm gives a slope of $-0.108291$ e nm, equal to $-\Delta\mu$ to the printed digits. The product minus reactant dipole is 0.273 e nm, about 2.5 times too large to serve as the slope.

For the second order, $\Delta\alpha=0.00226$ e nm²/V, while $g^{\mathsf T}H^{-1}g$ is 0.00106 at the reactant and $-0.00639$ at the saddle, in the same unit. The second derivative of the barrier is

$$-0.00226-(-0.00639-0.00106)=0.00519\ \text{e nm}^2/\text{V}.$$

The energy-only barriers give the same value. Here relaxation raises the barrier from both ends, and electronic polarization offsets part of the rise.

Take $\kappa=3$, so $L=5/3$. An applied field of 6 MV/cm becomes 10 MV/cm locally, which is 1 V/nm. In eV, the three estimates of the barrier are:

| Applied field | Relaxed | Frozen | Linear |
|---|---:|---:|---:|
| 0 | 1.3866 | 1.3866 | 1.3866 |
| 1 MV/cm | 1.3687 | 1.3685 | 1.3686 |
| 6 MV/cm | 1.2809 | 1.2772 | 1.2783 |

At 6 MV/cm the linear law misses the relaxed barrier by 0.0026 eV, or 2.4% of the linear lowering of 0.1083 eV. A saddle displaced by 0.001 nm in $s$ changes the barrier by 0.0017 eV, or 0.12%, but changes $\Delta\mu$ by 0.0047 e nm, or 4.4%.

At 378 K, $k_BT=0.03257$ eV. Since 1 MV/cm is 0.1 V/nm,

$$\gamma=\frac{(5/3)(0.1)(0.1083)}{0.03257}=0.55\ \text{cm/MV}.$$

At 423 K, with the other parameters fixed, it is 0.50 cm/MV. With a constant prefactor at 378 K, raising the applied field from 1 to 6 MV/cm multiplies the rate by 14.8 for the relaxed barrier and by 16.0 for the linear law.

The prefactor was sized in the harmonic approximation with masses of 10 u for $s$ and 20 u for $q$. The classical prefactor is the product of the reactant frequencies divided by the stable saddle frequency. In the quantum version each oscillator has partition function $1/[2\sinh(u/2)]$, with $u=\hbar\omega/k_BT$. Transmission through a parabolic barrier at energy $\epsilon$ above its top is $1/(1+e^{-2\pi\epsilon/\hbar\omega})$. Its thermal average, for $0<u<2\pi$, is

$$\int_{-\infty}^{\infty}\frac{e^{-\epsilon/k_BT}}{1+e^{-2\pi\epsilon/\hbar\omega}}\frac{d\epsilon}{k_BT}=\frac{u/2}{\sin(u/2)}.$$

The unstable mode has $\hbar\omega=0.122$ eV, so in this parabolic approximation tunnelling multiplies the zero-field rate by 1.95. The barrier is parabolic only near its top; a WKB estimate along the actual descent path gives about 1.85. The logarithmic field slope of the full prefactor is only $-0.0005$ cm/MV classically and $0.004$ cm/MV with the quantum factors. Both are below 1% of $\gamma$ in this model at 378 and 423 K; the quantum part grows on cooling and reaches 1.3% at 300 K.

## Comparison with a low-k glass

The permittivity, temperatures and fields are roughly those of accelerated tests on dense organosilicate glass; the bond parameters are not fitted to that material. A rough typical acceleration, when lifetime is described by an exponential in applied field, is 4 cm/MV. The model's 0.55 cm/MV, the acceleration of the forward breaking rate, is far below this. With the same $L$ and a linear barrier, reaching 4 cm/MV through bond polarity alone at 378 K would require $\Delta\mu\approx0.78$ e nm, about seven times the model value. If this dipole is obtained by scaling up all effective charges of the model, the positive second-order term grows with the square of the charges, so the acceleration falls below 4 cm/MV as the field rises. Random orientation widens the gap: with the linear barrier, the logarithmic slope of the mean rate is 0.10 cm/MV at 1 MV/cm and 0.39 cm/MV at 6 MV/cm. Real dielectrics also break the assumption of a uniform field. A trapped sheet of $10^{12}$ elementary charges per cm² makes a field step $eN/(\varepsilon_0\kappa)=0.60$ MV/cm, where $N$ is the sheet density. For a sheet at midplane under fixed voltage, the field shifts by 0.30 MV/cm on either side, which raises the rate of an aligned bond on one side, and lowers it on the other, by a factor of about $e^{0.55\times0.30}=1.18$. Comparing a forward rate with a lifetime also assumes that a broken bond stays broken, which the model does not ensure. Its broken state lies 0.39 eV above the reactant at zero field, and at 378 K it re-forms in about 0.6 s at zero field and about 100 s at 6 MV/cm, much faster than it is made. At longer times the small broken fraction is in equilibrium, and its logarithmic slope is set by the product dipole, $(5/3)(0.1)(0.273)/0.03257=1.4$ cm/MV, which is still below 4 cm/MV. The factor of seven above applies only if a further step traps the broken bond before it re-forms. Carrier-assisted bond breaking and the statistics of defect paths are not included, and their effect on the acceleration is not sized here. With these parameters the single-bond model does not reproduce the rough typical acceleration. The comparison does not show whether the choice of parameters or a missing process accounts for the difference.

The remaining values are in the numerical output below.

## Table of computed values

```
force constants s, q: 1000, 500 eV/nm2
broken-state shifts s, q: 0.12, 0.04 nm
broken-state offset, coupling: 0.4, 0.8 eV
charges bonded s, broken s, broken q: 1, 2, 1 e
masses s, q: 10, 20 u
permittivity 3; temperature 378 K
local-field factor: 1.6667
thermal energy: 0.032574 eV
reactant s, q: 0.001210, 0.000403 nm
saddle s, q: 0.064002, 0.021334 nm
product s, q: 0.118495, 0.039498 nm
zero-field barrier: 1.38663 eV
dipoles reactant, saddle, product: 0.001226, 0.109517, 0.274508 e nm
saddle minus reactant dipole: 0.108291 e nm
same dipole difference: 5.201 D
direct initial barrier slope: -0.108291 e nm
product minus reactant dipole: 0.273282 e nm
direct slope at local 5 MV/cm: -0.105719 e nm
dipole difference at local 5 MV/cm: 0.105719 e nm
polarizability reactant, saddle: 0.000000, 0.002261 e nm2/V
g.H^-1.g reactant, saddle: 0.001060, -0.006394 e nm2/V
barrier second derivative, direct: 0.0051932 e nm2/V
barrier second derivative, formula: 0.0051932 e nm2/V
relaxation energy power of field: 2
power for singular quartic minimum: 1.3333
reactant ds/dF, dq/dF: 0.001048, 0.000033 nm2/V
saddle ds/dF, dq/dF: -0.001379, 0.000096 nm2/V
applied 1, local 1.67 MV/cm: relaxed 1.368651, frozen 1.368548, linear 1.368579 eV
applied 3, local 5 MV/cm: relaxed 1.333127, frozen 1.332200, linear 1.332482 eV
applied 6, local 10 MV/cm: relaxed 1.280901, frozen 1.277212, linear 1.278337 eV
saddle geometry error tried: 0.001 nm
resulting dipole error: 0.004717 e nm
resulting energy error: -0.001721 eV
field acceleration at 378 K: 0.5541 cm/MV
field acceleration at 423 K: 0.4951 cm/MV
rate ratio 6 to 1 MV/cm, relaxed: 14.79
rate ratio 6 to 1 MV/cm, linear: 15.97
classical prefactor log-slope: -0.000522 cm/MV
quantum prefactor log-slope: 0.00405 cm/MV
unstable-mode quantum: 0.1217 eV
parabolic tunnelling factor: 1.954
random bonds at 1 MV/cm: rate factor 1.052, log-slope 0.1003 cm/MV
random bonds at 6 MV/cm: rate factor 4.173, log-slope 0.3889 cm/MV
trapped sheet density: 1e+12 per cm2
field step across sheet: 0.603 MV/cm
rough typical acceleration: 4 cm/MV
dipole needed for that acceleration: 0.78 e nm
needed over model dipole: 7.2
```
